Chemical diffusion of protons among saturable traps in an oxide

**Definitions and conventions**

An oxide contains c protons per formula unit. Of these, c_f are free to migrate and c_t are held next to dopants, so that

c = c_f + c_t.

The dopants are immobile and uniformly spread, with content N per formula unit. Each holds at most one proton; this is what saturable means here. The trap occupancy and the free fraction are

θ = c_t/N,  f = c_f/c.

The flux J is the number of protons crossing unit area per unit time, multiplied by the volume of a formula unit. Fluxes and contents then fit together without further factors. Trapped protons do not migrate, and free protons are dilute on their sites. Without an electric field,

J = −D_f ∇c_f.  (1)

Here D_f is the free-proton diffusivity in the doped crystal, taken as independent of c. The chemical diffusivity refers the same flux to the gradient of the total content:

J = −D_chem ∇c.  (2)

Protons are charged, so the absence of a field is a physical condition. It is examined after the two derivations. The result to be derived is

D_chem = D_f / [1 + NK/(1 + Kc_f)²],  (3)

D_chem/(f D_f) = 1/[1 − θ(1 − f)] > 1,  (4)

where K is the equilibrium constant of trapping. The inequality holds for finite, positive c, N and K.

**First derivation: rates and balances**

A free proton is captured at a rate proportional to the content of empty traps, N − c_t. A trapped proton is released at the rate r. The net capture rate per formula unit is

R = r[K c_f (N − c_t) − c_t],

which defines K as the ratio of the capture and release coefficients. The two balances are

∂c_f/∂t = D_f ∇²c_f − R,
∂c_t/∂t = R.

Their sum does not contain R, because exchange creates no protons:

∂c/∂t = D_f ∇²c_f.  (5)

This is not yet a diffusion equation for c, since c_f could depend on the history of the sample. Fast exchange removes that freedom. Move a small amount x from free to trapped at fixed c. Then c_f falls by x and c_t rises by x, so to first order R changes by

−r[K(N − c_t) + Kc_f + 1] x.

The bracket multiplied by r is therefore the rate at which local equilibrium is restored. If it is much larger than D_f q² for every wavenumber q that matters in the profile, the two populations stay close to R = 0. Setting R = 0 gives

K c_f N = c_t(1 + Kc_f),
c_t = NKc_f/(1 + Kc_f),  θ = Kc_f/(1 + Kc_f).  (6)

Differentiation by the quotient rule gives

dc_t/dc_f = NK[(1 + Kc_f) − Kc_f]/(1 + Kc_f)² = NK/(1 + Kc_f)².

Hence dc/dc_f = 1 + NK/(1 + Kc_f)². This is positive, so c_f is a single-valued function of c. With N and K uniform, ∇c_f = (dc_f/dc)∇c. Inserting this in (1) and comparing with (2) gives

D_chem = D_f dc_f/dc,

which is (3). Equation (5) becomes ∂c/∂t = ∇·(D_chem ∇c), with D_chem a function of the local content.

To compare with f D_f, note from (6) that

c_t/c_f = NK/(1 + Kc_f),  1 − θ = 1/(1 + Kc_f).

The product of these two expressions is the derivative found above:

dc_t/dc_f = (1 − θ) c_t/c_f.

The slope of the trapping curve is thus smaller than the ratio of its coordinates. Therefore

D_chem/D_f = 1/[1 + (1 − θ)c_t/c_f] = c_f/[c_f + (1 − θ)c_t].

Dividing by f = c_f/c, and using c_f + c_t = c in the denominator,

D_chem/(f D_f) = c/(c − θc_t) = 1/[1 − θ(1 − f)],

because c_t/c = 1 − f. Both θ and 1 − f lie strictly between 0 and 1, so the denominator is positive and smaller than one. This proves (4).

The physical reason is that f states how the protons already present are divided, whereas chemical diffusion depends on how added protons are divided. Added protons find some traps occupied, so a larger share of them stays free.

**Second derivation: chemical potential and fluctuations**

Free and trapped protons in local equilibrium have one chemical potential μ. The force on a proton is −∇μ when there is no field. Free protons respond with mobility D_f/kT, by the Einstein relation for dilute carriers, and trapped protons do not respond. Thus

J = −(c_f D_f/kT) ∇μ.

Writing c_f = fc and ∇μ = (dμ/dc)∇c,

D_chem = f D_f Γ,  Γ = (c/kT) dμ/dc.  (7)

The thermodynamic factor Γ follows from counting states. Let the energy of a proton on an ordinary oxygen be zero and its energy next to a dopant be −E_b. In a cubic perovskite there are three oxygens per formula unit, and six surround a dopant on the small-cation site. If dopants share no oxygens, the number of ordinary oxygens per formula unit is

s = 3 − 6N.

Every oxygen is taken to offer the same number of proton orientations. That number can be absorbed in the zero of μ.

Let z = exp(μ/kT). An ordinary site has the grand partition function 1 + z, whose logarithm is z to leading order in dilution. A dopant is either empty, with weight 1, or holds one proton on one of six oxygens, with weight 6bz, where b = exp(E_b/kT). Per formula unit,

ln Ξ = sz + N ln(1 + 6bz).

The mean content is z times the derivative with respect to z:

c = sz + N·6bz/(1 + 6bz).

The first term is c_f = sz. Substituting z = c_f/s in the second term reproduces (6), with

K = (6/s) exp(E_b/kT).  (8)

Random oxygen vacancies reduce 6 and s by the same average factor, so at this mean level they leave K unchanged.

Since d(μ/kT) = dz/z, the response of c to μ is

kT dc/dμ = z dc/dz = sz + N·6bz/(1 + 6bz)².

With θ = 6bz/(1 + 6bz) and 1 − θ = 1/(1 + 6bz), this is

kT dc/dμ = c_f + Nθ(1 − θ) = c_f + (1 − θ)c_t.

It follows that

Γ = c/[c_f + (1 − θ)c_t],
D_chem = f D_f Γ = c_f D_f/[c_f + (1 − θ)c_t],

in agreement with the first derivation.

The quantity kT dc/dμ is also the variance of the proton number per formula unit, since it is the second derivative of ln Ξ with respect to μ/kT. Dilute free protons have a variance equal to their mean. A trap that is either empty or singly filled has mean θ and the smaller variance θ(1 − θ). Saturation suppresses number fluctuations, and (7) turns that suppression into faster chemical diffusion.

**Where f D_f itself applies**

Suppose some protons are labelled while the total content stays uniform. The content of empty traps is then fixed, and equilibrium of the labelled protons, marked *, requires

c_t*/c_f* = K(N − c_t) = NK/(1 + Kc_f) = c_t/c_f.

The labelled protons have the same free fraction as all the others, so J* = −f D_f ∇c*. This assumes that successive displacements of a labelled proton are uncorrelated. Single occupancy of the traps can introduce some correlation, which is neglected here. Conductivity gives the same coefficient: a uniform field E produces the flux c_f D_f eE/kT = c(f D_f)eE/kT. When the field is negligible, a diffusivity taken from conductivity, or from labelled protons if their correlation is small, must therefore be multiplied by Γ to describe a change of proton content. When the field matters, the coupled result (11) below is needed.

**Limits and the largest enhancement**

For nearly empty traps, Kc_f ≪ 1, both D_chem and f D_f tend to D_f/(1 + NK). Their ratio tends to one because free and trapped populations then grow in proportion. For c much larger than both N and 1/K, nearly all traps are full. Then f ≈ 1 − N/c while D_chem ≈ D_f, and the ratio again tends to one, as 1 + N/c. The trapped protons are still counted in c, but they hardly take part in its changes.

A third limit is deep trapping, K → ∞ at fixed c < N. Almost all protons are trapped, so θ → c/N and f → 0. Equation (4) gives

D_chem/(f D_f) → N/(N − c).

The ratio grows as the last empty traps disappear. At finite K it has a maximum. Put A = NK and w = 1 + Kc_f. Then c/c_f = (w + A)/w and dc_f/dc = w²/(w² + A), so the ratio is

Γ = w(w + A)/(w² + A).

The numerator of dΓ/dw is

(2w + A)(w² + A) − 2w(w² + Aw) = A(A + 2w − w²).

For w > 1 it changes sign once, from positive to negative, at

w = 1 + √(1 + A).

There w² = 2w + A, hence w² + A = 2(w + A), and

Γ_max = w/2 = [1 + √(1 + A)]/2.  (9)

The corresponding total content follows from

Kc = (w − 1) + A(w − 1)/w.

Since A = w(w − 2) at the maximum, the right side is (w − 1)(1 + w − 2) = (w − 1)² = 1 + A. Therefore

c = N + 1/K.  (10)

The enhancement is largest when the protons slightly outnumber strong traps.

**Restoring the electric field**

A proton gradient can be free of field if another carrier neutralizes it easily. Take holes with content p, spread ideally over P sites per formula unit. Their chemical potential is kT ln[p/(P − p)] plus a constant, so

dμ_h/dp = kTχ,  χ = 1/p + 1/(P − p).

Let ε = eE/kT and g = dc_f/dc. With v the volume of a formula unit and σ_h the hole conductivity,

J_H = −D_f g∇c + D_f c_f ε,
J_h = M(−χ∇p + ε),  M = kTσ_h v/e².

If the oxygen-vacancy content is fixed, neutrality requires each added proton to replace a hole, so ∇p = −∇c. Zero total current, J_H + J_h = 0, then gives

ε = (D_f g − Mχ)∇c/(M + D_f c_f).

Substitution in J_H yields

J_H = −D_f ∇c [g(M + D_f c_f) − c_f D_f g + c_f Mχ]/(M + D_f c_f).

The terms in D_f c_f g cancel. With σ_H the proton conductivity and t_h = M/(M + D_f c_f) = σ_h/(σ_h + σ_H), the diffusivity including the field is

D = t_h D_f (g + c_f χ).  (11)

The field-free result follows when t_h ≈ 1 and c_f χ ≪ g. The first condition says that holes carry the current. The second says that holes and empty hole sites are both plentiful enough for the chemical potential of holes to change little. Since t_h D_f c_f = (1 − t_h)M, (11) can also be written

D = t_h D_f g + (1 − t_h)Mχ,

an average of D_chem and the hole diffusivity Mχ. If these two happen to be equal, the field vanishes for any t_h, so the two conditions above are sufficient but not necessary. If holes are so slow that Mχ is below f D_f, and t_h is small enough, D falls below f D_f. Inequality (4) therefore must not be applied to the coupled coefficient without checking (11).

**A worked case: a hole-rich ferrate**

Consider barium ferrate lightly substituted with yttrium at 573 K, with these round parameters: N = 0.03, c = 0.03, E_b = 0.25 eV and D_f = 1.0 × 10⁻⁷ cm²/s. The thermal energy is 0.04938 eV and s = 2.82, so (8) gives

K = (6/2.82) exp(0.25/0.04938) = 336,  A = 10.1.

The balance c = c_f + NKc_f/(1 + Kc_f), multiplied by 1 + Kc_f, is

Kc_f² + (1 + NK − Kc)c_f − c = 0.

Here c = N, so the middle coefficient is one. The positive root is

c_f = [−1 + √(1 + 4 × 336.3 × 0.03)]/(2 × 336.3) = 0.00807.

Thus Kc_f = 2.72, θ = 0.731 and f = 0.269. The two coefficients are

D_chem = 10⁻⁷/[1 + 10.09/(3.72)²] = 5.8 × 10⁻⁸ cm²/s = 5.8 × 10⁻¹² m²/s,
f D_f = 2.7 × 10⁻⁸ cm²/s.

Their ratio is 2.15. Equation (9) gives a maximum of 2.17 at c = 0.033, so this composition lies close to it. With the other parameters fixed, the ratio is 1.03 at c = 0.001 and 1.38 at c = 0.10, in line with the two limits.

For a layer of thickness L with one face held at a fixed content and the other sealed, the slowest mode has q = π/(2L) and decays in the time 4L²/(π²D). For L = 100 µm and a small step about c = 0.03, this is about 700 s with D_chem and 1500 s with f D_f. The estimate assumes that the surface reaction does not limit uptake.

Two independent tests bear on these values. In a simulation with explicit capture and release, a cosine profile with an amplitude of 1 % of the free-proton content decayed with a coefficient of 0.578 D_f when the release rate was 10⁴ D_f/L², L being the length of the simulated sample. Labelled protons gave 0.269 D_f. These agree with D_chem and f D_f. The simulation solves averaged rate equations, so it does not test whether the displacements of a labelled proton are correlated. With a release rate of D_f/L² the apparent coefficient between times 0.1 and 0.3 L²/D_f was 0.327 D_f, so (3) fails when exchange is slow. Separately, counting the states of a crystal of 200,000 formula units, with no dilute approximation for ordinary sites, gave Γ = 2.153 against 2.147 from (4).

**The model beside the real material**

Hole-rich barium ferrates are candidates for air electrodes in proton-conducting cells. A hole conductivity of order 1 S/cm and proton contents of some hundredths per formula unit are rough values for this class. The binding energy is an assumed round value, and the ratio depends strongly on it. With the hole content used below, most of the iron is trivalent, like yttrium, so the dopant charge alone does not justify such a binding. Whether yttrium traps protons this strongly in a ferrate must be established separately; the numbers here show what would follow if it did. At fixed N, c and temperature, the ratio is 1.6 for 0.20 eV and 3.2 for 0.30 eV. At fixed E_b = 0.25 eV, it is 3.2 at 473 K and 1.4 at 773 K. With σ_h = 1 S/cm, p = 0.3, P = 0.97 and a cell edge of 0.40 nm, the proton conductivity is 4 × 10⁻⁵ S/cm and c_f χ = 0.039. The field then raises the diffusivity to 6.2 × 10⁻⁸ cm²/s, by 7 %. This figure holds only for ideal holes on sites of equal energy that do not interact with protons. If the same P states were spread evenly over a band 1 eV wide, χ would be about 21 instead of 4.8 and the rise about 29 %. An interaction energy Ucp per formula unit between protons and holes replaces χ by χ − 2U/kT when t_h ≈ 1, and U = 0.3 eV would turn the net change into a fall of about 10 %. The size and sign of the correction in a real ferrate therefore depend on hole thermodynamics that the ideal model does not supply. Real electrodes also have mobile oxygen vacancies, which breaks the assumption ∇p = −∇c. For t_h ≈ 1 the field is ε = χ∇p. If vacancies take over part of the compensation, so that ∇p = −λ∇c with λ between 0 and 1, the correction is λ times its value at fixed vacancy content, which is 7 % for ideal holes. The vacancy content is not small: with p = 0.3 and c = 0.03, neutrality requires (1 − p − c)/2 ≈ 0.33 vacancies per formula unit, about 11 % of the oxygens. Placed at random they change the ratio from 2.15 to 2.14, and kept entirely away from the dopants they raise it to 2.25. Competition between vacancies and protons for places near dopants is not included in the other numbers given here.

Other corrections can be sized in the same case. Capture limited by diffusion to a radius of one cell edge a has the rate coefficient rK = 4πD_f/a², which gives a release time 1/r of 0.4 µs. The oxygens of a trap lie only a/2 from the dopant, and a capture radius of a/2 would double this time. Both values are far below the layer time, unless an additional barrier slows capture enormously. Filling of ordinary sites changes dc_f/dc by about −0.1 %. Full traps also block paths that empty traps leave open, which can lower D_f by roughly a tenth as the traps fill. This changes D_chem and the conductivity coefficient by the same factor and leaves their ratio as it is. If a second proton next to a dopant were neither bound nor repelled, the five remaining oxygens would give 5c_f/s, or about 1.4 %. This counts every pair of identical protons twice, so only about 0.7 % of the filled traps would hold two protons. These doubly filled states would lower D_chem by about 2 % and the ratio by about 1 %. Randomly placed dopants have a dopant neighbour in 17 % of cases. If those dopants bind 0.10 eV more strongly, D_chem at c = 0.03 changes by less than 1 %, but the ratio rises to 2.35 because f D_f falls. The small change is particular to c near N: at c = 0.01, D_chem falls by about a sixth. That estimate leaves out the oxygens shared between neighbouring dopants.

**What each derivation assumes**

Both derivations assume immobile, uniformly distributed traps, dilute free protons and local equilibrium. If N or K varies in space, c_f can vary even where c is uniform, and (2) no longer describes the whole flux.

The kinetic derivation adds a rate law, with capture proportional to free protons and empty traps. In return it says how fast exchange must be and supplies equations that remain usable when exchange is slow. It needs no microscopic value of K and no relation between mobility and diffusivity.

The thermodynamic derivation needs no rate law. It assumes instead the Einstein relation and a list of trap states with their energies. It yields K and shows which property of a trap decides the inequality. For several kinds of singly occupied trap, labelled i, the variances add:

Γ = c/[c_f + Σ_i (1 − θ_i)c_t,i] > 1,

so a spread of binding energies does not reverse the result.

A finite capacity alone is not enough. Suppose a trap is either empty or holds two protons, and let θ be the probability that it is filled. Its mean proton number is 2θ and its variance is 4θ(1 − θ). For θ < 1/2 the variance exceeds the mean, hence Γ < 1 and D_chem < f D_f. The first proton in such a trap favours the second, so added protons are trapped in a larger proportion than those already present. The inequality thus rests on single occupancy, or more generally on the total number variance being smaller than the mean. The numerical output below lists the main values of the worked case; its 1.4 % for a second proton is the figure before the correction for double counting.

Computed values

```
INPUTS (round, rough values)
temperature                 573 K
thermal energy kT           0.04938 eV
trap content N              0.030 per f.u.
proton content c            0.030 per f.u.
binding energy              0.25 eV
free-proton diffusivity     1.00e-07 cm2/s
cell edge                   0.40 nm
hole content p              0.30 per f.u.
hole conductivity           1.0 S/cm
RESULTS
ordinary oxygen sites s     2.82 per f.u.
trapping constant K         336.3 (f.u. per proton)
product A = N K             10.090
free protons c_f            0.00807 per f.u.
trapped protons c_t         0.02193 per f.u.
trap occupancy theta        0.7309
free fraction f             0.2691
slope dc_f/dc               0.5777
D_chem                      5.777e-08 cm2/s
D_chem, converted           5.777e-12 m2/s
f D_f                       2.691e-08 cm2/s
ratio D_chem/(f D_f)        2.1466
largest ratio               2.1651
  at proton content         0.03297 per f.u.
layer thickness             100 um
layer time with D_chem      701 s
layer time with f D_f       1506 s
TABLE c (per f.u.), theta, f, D_chem/D_f, ratio
  0.001  0.0302  0.0927  0.0953  1.0282
  0.010  0.2924  0.1229  0.1652  1.3449
  0.020  0.5470  0.1795  0.3257  1.8142
  0.030  0.7309  0.2691  0.5777  2.1466
  0.050  0.8872  0.4677  0.8862  1.8949
  0.100  0.9599  0.7120  0.9840  1.3820
TESTS (diffusivities in units of D_f)
simulated, fast exchange    0.5777
simulated, labelled protons 0.2691
simulated, slow exchange    0.3272
state count: slope          0.5769
state count: thermo factor  2.1525
smallest ratio of 200 cases 1.00477
NEGLECTED EFFECTS
proton conductivity         4.09e-05 S/cm
field term c_f chi          0.0390
D_chem with field           6.167e-08 cm2/s
site filling, slope change  -0.14 %
release time from trap      0.43 us
dopants with dopant neighbour 16.7 %
if those bind 0.10 eV deeper: D_chem 5.808e-08 cm2/s, ratio 2.352
second proton at filled trap 1.4 %
  0.20 eV, 573 K: f 0.4034, ratio 1.553
  0.30 eV, 573 K: f 0.1726, ratio 3.171
  0.25 eV, 473 K: f 0.1681, ratio 3.247
  0.25 eV, 773 K: f 0.4496, ratio 1.435
```
